# Exchange-energy lower bound for topologically charged magnetic textures in two dimensions, part 2

How low can the exchange energy of a magnetic texture in a thin film be, and where does that limit apply? The unit vector $\mathbf m(x,y)$ gives the magnetization direction, constant through the film thickness $t$; $A$ is the exchange stiffness, an energy per length. The exchange energy $E_{\rm ex}$ obeys

$$
\frac{E_{\rm ex}}{t} = A \int |\nabla \mathbf m|^2 \, d^2r \;\ge\; 8\pi A \, |Q| .
\tag{1}
$$

Here $|\nabla\mathbf m|^2=|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2$, and $Q$ is the topological charge, with density $q$:

$$
Q = \int q \, d^2r , \qquad
q = \frac{1}{4\pi}\, \mathbf m \cdot ( \partial_x \mathbf m \times \partial_y \mathbf m ) .
\tag{2}
$$

The bound follows from

$$
\mathbf D_s = \partial_x \mathbf m + s\, \mathbf m \times \partial_y \mathbf m , \qquad s=\pm1 ,
\tag{9}
$$

$$
|\mathbf D_s|^2 = |\nabla\mathbf m|^2 - 8\pi s\, q ,
\tag{11}
$$

with $s=\operatorname{sign}Q$; equality needs $\mathbf D_s=0$ everywhere. A stronger, local form is

$$
\frac{E_{\rm ex}}{t} \ge 8\pi A\int|q|\,d^2r \ge 8\pi A\,|Q| .
\tag{13}
$$

In a uniform surrounding, $Q$ counts the points where $\mathbf m$ takes a generic direction $\mathbf n$, its preimages:

$$
Q=\sum_{\text{preimages of }\mathbf n}\operatorname{sign}q .
\tag{15}
$$

A round texture has $\mathbf m=(\sin\theta\cos\varphi,\sin\theta\sin\varphi,\cos\theta)$ in polar coordinates $(r,\varphi)$, with $\theta=\theta(r)$, and

$$
|\nabla \mathbf m|^2 = \theta'^2 + \frac{\sin^2\theta}{r^2} , \qquad
4\pi q = \theta' \, \frac{\sin\theta}{r} ,
\tag{3}
$$

$$
\frac{E_{\rm ex}}{A t} = 8\pi s Q + 2\pi \int_0^\infty
\left( \theta' - s\,\frac{\sin\theta}{r} \right)^2 r \, dr .
\tag{5}
$$

A core pointing down in an upward surrounding has $Q=-1$.

General textures are written with $z=x+iy$ and $w=(m_x+im_y)/(1+m_z)=u+iv$. The quantity $J=\partial_xu\,\partial_yv-\partial_yu\,\partial_xv$ has the sign of $q$. For $Q>0$ the bound is reached exactly when $\partial_{\bar z}w=\frac12(\partial_x+i\partial_y)w=0$. The round case $w=z/R$ reaches it, with $Q=1$ and $\mathbf m$ in the plane at $r=R$.

### A texture that misses the bound

Take $w=z^2+\bar z$. Now $\partial_{\bar z}w=1$, and equality is impossible. The preimages of $w=0$ can be found by hand. One is $z=0$. For the others, $z^2=-\bar z$ requires $|z|=1$, and multiplication by $z$ gives $z^3=-1$, which has three solutions. Since $J=4|z|^2-1$, the first point counts $-1$ and the other three count $+1$ each. The charge is $3-1=2$.

For $w_0=3+0.2i$ there are two preimages and for $w_0=0.05+0.02i$ there are four. The signed sum is 2 in both cases. The energy is $E_{\rm ex}/(At)=88.00$, compared with $8\pi|Q|=50.27$. The stronger local bound uses $\int|q|\,d^2r=2.2127$ and gives $55.61$.

The texture $w=(z-1)(\bar z+1)$ has $Q=0$, so the bound in terms of $Q$ is empty. Its positive and negative regions give $\int|q|\,d^2r=1.5538$. The local bound is then $8\pi\times1.5538=39.05$, and the computed energy is $49.14$.

### What a lattice changes

Atoms sit on a lattice, and neighbouring moments may differ by a finite angle. Consider a square lattice of spacing $a$ in the plane, with bond energy $J_b(1-\mathbf m_i\cdot\mathbf m_j)=\frac12J_b|\mathbf m_i-\mathbf m_j|^2$. For slow variation, the two bonds per cell give $\frac12J_b\int|\nabla\mathbf m|^2d^2r$. Agreement with the continuum requires $J_b=2At$.

The next order follows from expanding about the midpoint of a bond along $x$:

$$
\mathbf m_j-\mathbf m_i=a\,\partial_x\mathbf m+\frac{a^3}{24}\,\partial_x^3\mathbf m+\dots
$$

$$
|\mathbf m_j-\mathbf m_i|^2=a^2|\partial_x\mathbf m|^2+\frac{a^4}{12}\,\partial_x\mathbf m\cdot\partial_x^3\mathbf m+\dots
$$

Replace the sum over bonds by an integral divided by $a^2$, and integrate the second term by parts. Boundary terms vanish for a localized texture. With the $y$ bonds included,

$$
\frac{E_{\rm lat}}{At}=\int|\nabla\mathbf m|^2d^2r
-\frac{a^2}{12}\int\left(|\partial_x^2\mathbf m|^2+|\partial_y^2\mathbf m|^2\right)d^2r+\dots
\tag{19}
$$

The correction is negative. For $w=z/R$ it can be evaluated. Rotating this texture in the plane is equivalent to turning all its vectors about $z$, so the total Fourier power of $\mathbf m$ depends on $k=|\mathbf k|$ alone. The angular average of $k_x^4+k_y^4$ is $\frac34k^4$, and the last integral in (19) becomes $\frac34\int|\nabla^2\mathbf m|^2d^2r$.

At equality, $\mathbf D_+=0$ means $\partial_x\mathbf m=-\mathbf m\times\partial_y\mathbf m$. Taking the cross product with $\mathbf m$ gives $\partial_y\mathbf m=\mathbf m\times\partial_x\mathbf m$. Differentiate the first relation by $x$, the second by $y$, and add. The mixed derivatives cancel:

$$
\nabla^2\mathbf m=-2\,\partial_x\mathbf m\times\partial_y\mathbf m=-8\pi q\,\mathbf m=-|\nabla\mathbf m|^2\,\mathbf m .
$$

With $|\nabla\mathbf m|^2=8R^2/(R^2+r^2)^2$,

$$
\frac34\int|\nabla\mathbf m|^4d^2r
=\frac34\int_0^\infty\frac{64R^4}{(R^2+r^2)^4}\,2\pi r\,dr
=\frac34\cdot\frac{64\pi}{3R^2}=\frac{16\pi}{R^2}.
$$

Multiplication by $a^2/12$ gives $4\pi a^2/(3R^2)$, and therefore

$$
E_{\rm lat}\simeq8\pi At\left(1-\frac{a^2}{6R^2}\right),\qquad R\gg a .
\tag{20}
$$

For $R=10a$ the formula predicts a relative deficit of $1.667\times10^{-3}$. A direct sum over bonds, compared with the continuum energy in the same finite square, gives $1.663\times10^{-3}$. The continuum bound is thus not a bound for the lattice model. In this model exchange favours a smaller $R$, and (20) ceases to apply once $R$ approaches $a$.

### What other energies change

Replace $\mathbf m(\mathbf r)$ by $\mathbf m(\mathbf r/\lambda)$. The squared gradient acquires $\lambda^{-2}$ and the area $\lambda^2$, so exchange is unchanged for any texture. It cannot select a size by itself.

Add a perpendicular anisotropy and an interfacial chiral coupling, with densities

$$
K(1-m_z^2),\qquad
D\left[m_z(\partial_xm_x+\partial_ym_y)-(m_x\partial_x+m_y\partial_y)m_z\right].
$$

For a round, radially pointing texture, $m_r=\sin\theta$ and $\partial_xm_x+\partial_ym_y=\theta'\cos\theta+\sin\theta/r$. The chiral density becomes

$$
D\left[\cos\theta\left(\theta'\cos\theta+\frac{\sin\theta}{r}\right)+\theta'\sin^2\theta\right]
=D\left(\theta'+\frac{\sin\theta\cos\theta}{r}\right).
$$

It contains one derivative, and the anisotropy contains none. Under the scaling,

$$
E(\lambda)=E_{\rm ex}+\lambda E_D+\lambda^2E_K .
$$

At equilibrium $dE/d\lambda=0$ for $\lambda=1$. Hence

$$
E_D=-2E_K,\qquad E=E_{\rm ex}-E_K .
\tag{21}
$$

The total energy, measured from the uniform film, lies below $8\pi At|Q|$ whenever $E_K$ exceeds the exchange excess over the bound. The exchange part itself still obeys the bound.

### A film with cobalt-like parameters

Take round values in the rough regime of an ultrathin cobalt film on a heavy metal: $A=15$ pJ/m, $t=1$ nm, $K=0.6$ MJ/m³ and $D=3$ mJ/m². Here $K$ is an effective constant that includes the local magnetostatic energy of a thin film. The product $At$ is $0.0936$ eV, so for $|Q|=1$

$$
8\pi At=25.13\times0.0936\ \text{eV}=2.35\ \text{eV},
$$

or $0.377$ aJ.

A skyrmion with its core down is described by

$$
\theta(r)=2\arctan\frac{\sinh(R/\Delta)}{\sinh(r/\Delta)},\qquad
\theta'=-\frac{\sin\theta}{\Delta}\coth\frac r\Delta .
\tag{22}
$$

It has $\theta=\pi$ at the centre, $\pi/2$ at $r=R$ and $0$ far away, so $Q=-1$. Minimizing the sum of exchange, chiral and anisotropy energy over $R$ and $\Delta$ gives $R=7.0$ nm and $\Delta=4.2$ nm. This is a variational state within the family (22), not a solution of the full profile equation. It lies close to that solution: the full equation changes $R$ by about $0.01$ nm, gives $2.93$ eV for the exchange and $-2.64$ eV for the chiral energy, and lowers the total by less than $1$ meV.

Its exchange energy is $2.94$ eV, which is $1.25$ times the bound. The excess is $0.58$ eV, and separate integration of the square with $s=-1$ gives the same value. The profile shows where it arises:

$$
\left(\theta'+\frac{\sin\theta}{r}\right)^2
=\frac{\sin^2\theta}{\Delta^2}\left(\coth\frac r\Delta-\frac\Delta r\right)^2 .
$$

For $r\ll\Delta$ the last bracket is approximately $r/(3\Delta)$ and the integrand is small. The core nearly satisfies the equality condition, and the excess comes from farther out, in the wall and its outer flank.

The other energies are $E_D=-2.65$ eV and $E_K=1.32$ eV, in the ratio required by (21). The total is

$$
E=2.94-2.65+1.32=1.61\ \text{eV},
$$

which is $0.74$ eV below the bound on exchange.

If $R$ is reduced to $0.01$ nm with $\Delta$ held fixed, the total energy is $2.348$ eV, close to the bound of $2.353$ eV. It is slightly lower because the chiral energy is still negative; exchange cannot lie below the bound and anisotropy is not negative. A radius of $0.01$ nm is smaller than an atom, so this shows a mathematical limit of the continuum model. The difference of $0.74$ eV is not a computed barrier for annihilation, which takes place at lattice scale.

For a large skyrmion, $R\gg\Delta$, the profile near the wall has $\sin\theta\simeq1/\cosh[(r-R)/\Delta]$. The integral of $\sin^2\theta$ across the wall is $2\Delta$, and

$$
E_{\rm ex}\simeq2\pi RAt\left(\frac{2}{\Delta}+\frac{2\Delta}{R^2}\right)
=4\pi At\left(\frac R\Delta+\frac\Delta R\right).
\tag{23}
$$

The energy then grows with $R/\Delta$, and $8\pi At$ is a poor estimate of it. In the example $R/\Delta=1.69$, and (23) gives $2.68$ eV, about 9 % below the computed exchange energy.

### Effects left out of the example

With $a=0.25$ nm, a lattice sum for this skyrmion lowers the exchange energy by $0.9$ meV, or 0.03 %. A square lattice stands in here for the real arrangement of atoms.

The magnetostatic energy also has a part that is not local. A charge sheet of in-plane wavevector $k$ produces a potential proportional to $e^{-k|z|}/(2k)$, where $z$ is now the height above the sheet. Integrating over the film faces and over its volume, and removing the local part already in $K$, gives

$$
\Delta E=\frac{\mu_0M_s^2t}{2}\int\frac{d^2k}{(2\pi)^2}
\left[1-\frac{1-e^{-kt}}{kt}\right]\left(|\hat m_L|^2-|\hat m_z|^2\right),
$$

where $\hat m_z$ is the Fourier transform of $m_z-1$ and $\hat m_L$ that of the in-plane component along $\mathbf k$. Face and volume charges do not interact on balance, since the former are odd and the latter even about the middle of the film. For $M_s=0.6$ MA/m and the texture held fixed, the faces contribute $-49$ meV and the volume $+46$ meV. Their sum is $-3$ meV, or 0.2 % of the total energy. The near cancellation is a result for this texture, not a general rule. A small energy does not mean a small effect on the size: minimizing over $R$ and $\Delta$ again with this term included moves $R$ from $7.0$ to $7.4$ nm and the exchange energy from $2.94$ to $3.00$ eV. The term scales as $M_s^2$, and $0.6$ MA/m is well below the value of bulk cobalt, about $1.4$ MA/m. With that value and the same effective $K$, the sum at fixed texture is $-17$ meV, the relaxed radius is about $11$ nm and the exchange energy about $3.7$ eV.

Temperature matters more. In a uniform film, small deviations cost $t\int[A|\nabla\mathbf m|^2+K(m_x^2+m_y^2)]d^2r$, with the gradient acting on $m_x$ and $m_y$. Each classical mode holds $k_BT/2$, which gives

$$
1-\langle m_z\rangle\simeq\langle m_x^2\rangle
=\frac{k_BT}{2t}\int\frac{d^2k}{(2\pi)^2}\frac{1}{Ak^2+K}
=\frac{k_BT}{8\pi At}\ln\left(1+\frac{Ak_{\max}^2}{K}\right).
\tag{24}
$$

The bound itself appears in the prefactor. At 300 K it is 91 times $k_BT$. One mode per area $a^2$ sets $k_{\max}=\sqrt{4\pi}/a=14.2$ nm⁻¹, and $A/K=25$ nm². The logarithm is about $8.5$, and the classical reduction is $8.5/91$, or about 9 %.

This is too large, because short spin waves are not classical at 300 K. A spin wave has energy $\varepsilon_k=4\mu_B(Ak^2+K)/M_s$ for a $g$-factor of 2, where $\mu_B$ is the Bohr magneton. At the cutoff this is about 45 times $k_BT$, so such waves are hardly excited. With Bose–Einstein occupation the integral converges without a cutoff, and the logarithm in (24) is replaced by $-\ln(1-e^{-\varepsilon_0/k_BT})$. Here $\varepsilon_0=4\mu_BK/M_s=0.23$ meV, which gives $4.7$ and a reduction of $4.7/91$, or about 5 %. The estimate omits chiral coupling and modes that vary through the thickness.

### The model beside real films

Stiffnesses of order 10 pJ/m and magnetic layers about 1 nm thick are typical of such cobalt films, while a chiral coupling of 3 mJ/m² is at the strong end. For $A$ between 10 and 15 pJ/m and $t=1$ nm, the bound for $|Q|=1$ lies between about 1.6 and 2.4 eV per magnetic layer. The radius of 7 nm is small beside many room-temperature skyrmions in sputtered films, which measure tens of nanometres or more. Real films also depart from the assumption of a fixed, uniform $A$. If the chosen $A$ is a low-temperature value, it softens on heating. In the spin-wave picture used above, $A$ is proportional to the product of the magnetization and the coefficient of $k^2$ in $\varepsilon_k$. That coefficient changes by only about 0.1 % here, so a 5 % loss of magnetization lowers $A$ and the bound by about 5 %, from $2.35$ to about $2.2$ eV. The mean-field rule, in which $A$ goes as the square of the magnetization, would give 10 % and about $2.1$ eV. If $A$ was determined at the temperature of use, this softening is already included. Grains and thickness steps make the product $At$ vary from place to place, and the safe bound then uses the smallest value of this product. For a design, $8\pi At|Q|$ sets a floor for the exchange energy of a smooth texture much larger than the lattice spacing. It does not give the skyrmion's total energy or its lifetime. The main computed values are collected in the numerical output.

## Computed values

```
Texture: Q, integral|q|, E_ex/(A t), 8 pi|Q| (dimensionless)
  w = z: 1.0000, 1.0000, 25.1327, 25.1327
  w = (z^3+0.5)/(0.6z+1): 3.0000, 3.0000, 75.3982, 75.3982
  w = conj(z)^2+0.4: -2.0000, 2.0000, 50.2655, 50.2655
  w = z^2+conj(z): 2.0000, 2.2127, 87.9956, 50.2655
  w = (z-1)(conj(z)+1): -0.0000, 1.5538, 49.1358, 0.0000
Preimages of w0=3+0.2i: number 2, signed sum 2
Preimages of w0=0.05+0.02i: number 4, signed sum 2
w=z, disc r<1: Q = 0.5000, E_ex/(A t) = 12.5664
Lattice deficit / (8 pi A t), R = 10 a: sum 1.6633e-03, formula 1.6667e-03
Example inputs (rough cobalt-film regime):
  A = 15.0 pJ/m, thickness t = 1.0 nm
  K = 0.60 MJ/m^3, D = 3.0 mJ/m^2
  Ms = 0.60 MA/m, T = 300 K, a = 0.25 nm
Product A t = 0.09362 eV
Bound 8 pi A t for |Q|=1 = 2.3530 eV = 0.3770 aJ
Skyrmion radius R = 7.022 nm, width parameter = 4.166 nm
Skyrmion charge Q = -1.0000
Exchange energy = 2.9364 eV, ratio to bound 1.2479
Exchange minus bound = 0.5834 eV
Integrated square times A t = 0.5834 eV
Chiral energy = -2.6456 eV, anisotropy energy = 1.3228 eV
Total energy above uniform state = 1.6136 eV
Bound minus total energy = 0.7394 eV
Total energy at R = 0.01 nm, same width = 2.3483 eV
Effects left out:
  lattice shift of exchange energy = -0.864 meV
  nonlocal magnetostatic, surface charges = -48.57 meV
  nonlocal magnetostatic, volume charges = 45.51 meV
  their sum = -3.06 meV
  thermal energy kT = 25.85 meV, bound/kT = 91.0
  spin-wave cutoff = 14.18 1/nm
  thermal reduction of magnetization = 9.4 %
```
